# Thomson's scaling law for three-body ion-ion recombination

**Theorem (Thomson's model).** Let positive and negative ions of charge \(\pm e\) and densities \(n_\pm\) move in a neutral gas of density \(N\) and temperature \(T\). Define

\[
r_c=\frac{e^2}{4\pi\varepsilon_0 kT},\qquad R=\tfrac23 r_c ,
\]

and let \(\nu=\nu_++\nu_-\) be the summed collision rate of the two ions with neutrals. Under assumptions A1–A4 below, \(dn_\pm/dt=-\alpha n_+n_-\) with

\[
\alpha=\pi R^2\left\langle v\,w\!\left(\frac{2R\nu}{v}\right)\right\rangle,\qquad
w(x)=1-\frac{2}{x^2}\left[1-(1+x)e^{-x}\right],
\]

where \(v\) is the relative speed of the ions and the brackets are a Maxwell average. At low gas density

\[
\alpha\to\frac{4\pi}{3}R^3\nu .
\]

Hence \(\alpha\propto N T^{-3}\) if the ion-neutral rate coefficients are constant, and \(\alpha\propto N T^{-5/2}\) if the cross sections are constant.

**Assumptions**

- **A1.** The ions are classical and so dilute that each pair can be treated alone. Far apart, they are uniformly distributed, with Maxwellian velocities at \(T\).
- **A2.** A pair recombines if at least one of its ions hits a neutral while their separation \(r\) is below \(R\), and otherwise it does not.
- **A3.** Until that collision the relative motion is a straight line at constant speed.
- **A4.** Collisions are independent random events at rates \(\nu_\pm\), taken as thermal means.

A2 and A3 are simplifications of the physics. Their combined cost at low gas density is computed below for one collision law.

## The capture distance

**Lemma 1.** A free pair cannot become bound by its Coulomb attraction alone. If a collision redraws the relative velocity from the thermal distribution, the mean pair energy after it is zero at \(r=R\).

*Proof.* With reduced mass \(m_r\), the energy of relative motion is

\[
E=K-\frac{e^2}{4\pi\varepsilon_0 r},\qquad K=\tfrac12 m_r v^2 .
\]

It is conserved while no third particle acts. A pair that arrives from infinity has \(E>0\), keeps it, and separates again. A neutral must carry energy away.

After a thermalizing collision each of the three velocity components carries \(kT/2\) on average, so \(\langle K\rangle=\tfrac32kT\). The collision is short, so \(r\) is unchanged. Setting \(\langle E\rangle=0\) gives

\[
\frac32kT=\frac{e^2}{4\pi\varepsilon_0R}
\quad\Longrightarrow\quad R=\frac23r_c .\qquad\square
\]

This is a criterion on a mean. With \(k_*=K/kT\), the fraction of thermal pairs at \(r=R\) that are bound is

\[
\frac{2}{\sqrt\pi}\int_0^{3/2}\sqrt{k_*}\,e^{-k_*}dk_*=0.608 .
\]

**Remark (why a cutoff is needed).** One might count every collision that leaves \(E<0\), at any distance. For \(r\gg r_c\) a redrawn pair is bound if \(k_*<r_c/r\), which is small, so \(e^{-k_*}\approx1\) and the probability is

\[
\frac{2}{\sqrt\pi}\int_0^{r_c/r}\sqrt{k_*}\,dk_*=\frac{4}{3\sqrt\pi}\left(\frac{r_c}{r}\right)^{3/2}.
\]

Multiplied by \(4\pi r^2dr\) and integrated to a radius \(L\), this grows as \(L^{3/2}\). Such wide pairs are weakly bound, and a later collision usually frees them. Thomson's sharp radius replaces this gradual competition.

## The probability of a stabilizing collision

**Lemma 2.** For pairs of relative speed \(v\) that enter the sphere \(r<R\), the probability of a collision inside it is \(w(x)\), with \(x=2R\nu/v\). Moreover

\[
\frac{2x}{3}-\frac{x^2}{4}\le w(x)\le\frac{2x}{3}.
\]

*Proof.* A line with impact parameter \(b\) cuts the sphere in a chord \(\ell=2\sqrt{R^2-b^2}\), crossed in time \(\ell/v\). Both ions are exposed for this same time. The probability that neither collides is \(e^{-\nu_+\ell/v}e^{-\nu_-\ell/v}=e^{-\nu\ell/v}\), so the two rates add in the exponent.

Impact parameters are distributed in proportion to area, \(2\pi b\,db/(\pi R^2)\). Put \(s=\ell/(2R)\). Then \(b^2=R^2(1-s^2)\) and \(2b\,db=-2R^2s\,ds\). Since \(b=0\) is \(s=1\) and \(b=R\) is \(s=0\), the minus sign reverses the limits:

\[
w=\int_0^R\frac{2b\,db}{R^2}\left(1-e^{-\nu\ell/v}\right)
=\int_0^1 2s\left(1-e^{-xs}\right)ds .
\]

The first term gives 1. The second follows by parts:

\[
\int_0^1 s\,e^{-xs}ds=-\frac{e^{-x}}{x}+\frac{1-e^{-x}}{x^2}
=\frac{1-(1+x)e^{-x}}{x^2}.
\]

This yields the stated \(w\). For the bounds use \(y-\tfrac12y^2\le1-e^{-y}\le y\) for \(y\ge0\), with \(y=xs\), and integrate against \(2s\,ds\). The powers give \(2x\int_0^1 s^2ds=2x/3\) and \(x^2\int_0^1 s^3ds=x^2/4\). \(\square\)

## Proof of the theorem

Seen from one positive ion, negative ions with relative speed \(v\) enter the sphere at the rate \(n_-\pi R^2v\). A fraction \(w(2R\nu/v)\) of them recombines. Averaging over speeds and multiplying by \(n_+\) gives the stated \(\alpha\).

Now insert the bounds of Lemma 2. The upper one gives

\[
\pi R^2\left\langle v\cdot\frac23\cdot\frac{2R\nu}{v}\right\rangle=\frac{4\pi}{3}R^3\nu .
\]

The speed has cancelled: fast ions arrive more often but stay for a shorter time. What remains is the capture volume times the collision rate. The quadratic term subtracts

\[
\pi R^2\left\langle v\cdot\frac14\cdot\frac{4R^2\nu^2}{v^2}\right\rangle
=\pi R^4\nu^2\left\langle\frac1v\right\rangle .
\]

For a Maxwell distribution \((a/\pi)^{3/2}e^{-av^2}\), with \(a=m_r/2kT\), direct integration gives \(\langle1/v\rangle=2\sqrt{a/\pi}\) and \(\langle v\rangle=2/\sqrt{\pi a}\). Their product is \(4/\pi\). Therefore

\[
1-\frac{3R\nu}{\pi\langle v\rangle}\;\le\;\frac{\alpha}{(4\pi/3)R^3\nu}\;\le\;1 ,
\]

which proves the low-density limit, since \(\nu\propto N\).

For the exponents, \(R^3\propto T^{-3}\). With constant rate coefficients \(k_\pm\), \(\nu=N(k_++k_-)\) does not depend on \(T\) at fixed \(N\). With constant cross sections \(\nu\) is proportional to \(N\) times a thermal speed, hence to \(NT^{1/2}\). The two laws follow. \(\square\)

**Remark (which law applies).** An ion attracts a polarizable neutral with energy \(-A/r^4\). At collision energy \(\epsilon\) and impact parameter \(b\), the effective potential \(\epsilon b^2/r^2-A/r^4\) has its maximum at \(r^2=2A/(\epsilon b^2)\), of height \(\epsilon^2b^4/4A\). The pair is captured if this is below \(\epsilon\), so the cross section is \(\pi b^2=2\pi\sqrt{A/\epsilon}\), inversely proportional to speed. Where such capture dominates, the rate coefficient is constant and the \(T^{-3}\) law applies.

**Remark (fixed pressure).** In a reactor held at pressure \(p\), \(N=p/kT\) supplies another factor \(1/T\). The laws become \(\alpha\propto pT^{-4}\) and \(\alpha\propto pT^{-7/2}\).

## How far the scaling outlives the model

**Proposition.** Drop A2 and A3. Let the pair move classically under its Coulomb force, with brief collisions whose scattering law introduces no energy scale. Count a pair as recombined when its energy first falls below \(-S\), where \(S\) is a fixed, large multiple of \(kT\). Then at low gas density \(\alpha=C\,(4\pi/3)R^3\nu\), where \(C\) is independent of \(N\) and \(T\) at fixed mass ratios and fixed \(\nu_+/\nu_-\).

*Proof.* Between rare collisions a bound pair completes many orbits. Its fate then depends on the sequence of collisions and not on the waiting times, so \(\nu\) enters as an overall factor and \(\alpha/\nu\) is a volume. Measure lengths in \(r_c\) and energies in \(kT\). No parameter remains except the fixed ratios, so this volume is a number times \(r_c^3\).

The number is finite. A collision that ends below \(-S\) must occur at \(r<e^2/(4\pi\varepsilon_0S)\). In that region the equilibrium density of pairs with energy above \(-S\) grows only as \(r^{-1/2}\) at small \(r\), which is integrable with \(r^2dr\). \(\square\)

**The value of \(C\).** I computed \(C\) by random sampling for ions and neutrals of equal mass, equal constant collision rates, and isotropic scattering in the ion-neutral centre-of-mass frame. The calculation rests on the identity

\[
\alpha=\nu\int d\Gamma\,f_{\rm eq}\,P_{\downarrow}\,h .
\]

Here \(d\Gamma\) covers relative position and both velocities. The equilibrium density \(f_{\rm eq}\) is scaled to one pair per unit volume at large \(r\), and \(P_\downarrow\) is the probability that a collision takes the pair from above \(-S\) to below it. The factor \(h\) is the probability that the pair's past leads back to infinity without a visit below \(-S\). Pairs with any other past are absent when every pair reaching \(-S\) is removed. In equilibrium the past has the same statistics as the future after all velocities are reversed, so \(h\) is found by following reversed pairs forward. Between collisions, each bound pair is placed at a random time on its Kepler ellipse.

With 400,000 sampled pairs and \(S=10kT\), the result is \(C=0.43\pm0.02\) (standard error). For this collision law the low-density formula \((4\pi/3)R^3\nu\) is therefore too large by a factor between 2 and 3. The form often quoted as Thomson's, \(\pi R^2\langle v\rangle(w_++w_--w_+w_-)\) with \(w_\pm=w(2R/\lambda_\pm)\) and \(\lambda_\pm\) each ion's laboratory mean free path, is larger by a further \(\sqrt2\) at low density for equal masses.

A second run at 1.4 times the temperature, with the same absolute \(S\), gave a temperature exponent of \(-3.22\pm0.12\). This lies 1.8 standard errors from \(-3\). It supports a steep law but is too noisy to fix the exponent closely, which rests on the proposition. If the \(T^{-3}\) law is taken as given, the second run corresponds to \(C\approx0.40\). The second digit of \(C\) is therefore uncertain, and \(C\) is best read as about 0.4.

**Where the prefactor comes from.** Attraction gathers free pairs at small \(r\). Along collisionless motion the phase-space density keeps its value \(e^{-E/kT}\) from infinity. With \(u=r_c/r\), the density of free pairs relative to a uniform one is thus

\[
g(u)=\frac{2e^u}{\sqrt\pi}\int_u^\infty\sqrt{k_*}\,e^{-k_*}dk_*
=2\sqrt{\frac u\pi}+e^u\,{\rm erfc}\sqrt u ,
\]

where the last form follows by parts. Its average over the sphere \(r<R\), by quadrature, is 1.99. In the sampled collisions of free pairs inside \(R\), a fraction 0.42 ends with \(E<0\). These two corrections nearly offset each other, with product 0.84.

The full value is about half of this. It also includes binding outside \(R\), which adds, and later break-up, which subtracts. Summed over all distances, the first grows without limit. The remark on the cutoff shows this for a fully redrawn relative velocity, and the sampled collisions, which redirect one ion at a time, show nearly the same growth. Since \(C\) is finite, break-up must cancel this growth. Together the two effects reduce the prefactor from 0.84 to about 0.4. Both are large: only about one in six of the pairs bound inside \(R\) goes on to reach \(-S\), so about two thirds of \(C\) comes from pairs first bound outside \(R\), and about a third from beyond \(2r_c\).

## Failure at high gas density

For \(x\to\infty\), \(w\to1\) and Thomson's formula saturates at \(\pi R^2\langle v\rangle\propto T^{-3/2}\), independent of \(N\). This limit is unphysical, because A3 fails: ions that collide often must drift towards each other through the gas.

Let \(\mu_\pm\) be the mobilities and \(D=(\mu_++\mu_-)kT/e\) the relative diffusion coefficient. For a steady inward current \(J\), with relative density \(n(r)\) equal to 1 at infinity,

\[
J=4\pi r^2D\left(\frac{dn}{dr}+\frac{r_c}{r^2}n\right)
\quad\Longrightarrow\quad
\frac{d}{dr}\left(n\,e^{-r_c/r}\right)=\frac{J}{4\pi D}\frac{e^{-r_c/r}}{r^2}.
\]

Integrate from an absorbing radius \(r_a\), where \(n=0\), to infinity. The right side gives \(J(1-e^{-r_c/r_a})/(4\pi Dr_c)\), and the left side gives 1. For \(r_a\ll r_c\),

\[
\alpha_L=J=4\pi Dr_c=\frac{e(\mu_++\mu_-)}{\varepsilon_0}\propto\frac1N .
\]

The coefficient thus rises with gas density at first and falls at high density. Thomson's formula describes the rising side.

## Example: an oxygen afterglow at 50 Torr

Take O\(_2^+\) and O\(_2^-\) in O\(_2\) at 300 K, each ion species at \(10^{10}\) cm\(^{-3}\). The collision rate coefficient is \(7\times10^{-10}\) cm³/s per ion, a rough value of the size given by polarization capture. The gas density is \(1.609\times10^{18}\) cm\(^{-3}\), so

\[
R=\tfrac23(55.70\ {\rm nm})=37.1\ {\rm nm},\qquad
\tfrac{4\pi}{3}R^3=2.145\times10^{-16}\ {\rm cm^3},
\]
\[
\nu=2(1.609\times10^{18})(7\times10^{-10})=2.25\times10^9\ {\rm s^{-1}} .
\]

The low-density law gives \(\alpha=4.8\times10^{-7}\) cm³/s. The mean relative speed is 630 m/s, so \(2R\nu/\langle v\rangle=0.27\). Numerical integration over speeds gives the full Thomson value, \(4.3\times10^{-7}\) cm³/s (\(4.3\times10^{-13}\) m³/s). The ratio to the low-density law is 0.89, just above the lower bound of 0.87.

With \(n_+=n_-=n\), integrating \(dn/dt=-\alpha n^2\) gives \(1/n-1/n_0=\alpha t\). With the full Thomson value, and no other loss, the density halves in \(1/(\alpha n_0)=0.23\) ms.

At fixed temperature the pressure dependence, in cm³/s, is:

| \(p\) (Torr) | low-density law | full Thomson | drift limit |
|---|---|---|---|
| 10 | \(9.7\times10^{-8}\) | \(9.4\times10^{-8}\) | \(9.7\times10^{-4}\) |
| 50 | \(4.8\times10^{-7}\) | \(4.3\times10^{-7}\) | \(1.9\times10^{-4}\) |
| 200 | \(1.9\times10^{-6}\) | \(1.3\times10^{-6}\) | \(4.8\times10^{-5}\) |
| 760 | \(7.3\times10^{-6}\) | \(2.3\times10^{-6}\) | \(1.3\times10^{-5}\) |

The drift column uses \(\mu_\pm=2e/(m\nu_\pm)\), with \(m\) the ion mass, because an isotropic collision between equal masses removes half the mean drift momentum. This corresponds to a reduced mobility of 3.2 cm²/Vs, against measured values near 2.2 for these ions in O\(_2\). The column is therefore about 45% high, and the 18% quoted next would be about 27% with measured mobilities. At 50 Torr drift is no bottleneck. At 760 Torr the full Thomson value is 18% of the drift limit, and the linear law is already too large by a factor of 3 relative to the full formula.

Other neglected effects differ widely in size. The Debye length of the ions is 8.5 µm, far above \(R\), and the de Broglie wavelength of relative motion is 0.04 nm, far below it. Two-body mutual neutralization matters more. With a rough coefficient of \(10^{-7}\) cm³/s, it equals the low-density Thomson value at 10 Torr. With \(C\) between 0.40 and 0.43 the crossing would move to 24–26 Torr. This is a rough figure, because a pair bound by \(kT\) then completes only about three orbits between collisions, and a pair first bound beyond \(2r_c\) at most about one, not the many assumed for \(C\). At the millitorr pressures of many etching plasmas, the three-body channel is negligible by this estimate.

Pressures of this order occur in sub-atmospheric dielectric-barrier discharges. The ion density chosen here stands for a dilute late afterglow; discharge filaments are much denser. The assumption of gas at 300 K is easily broken: at 400 K and the same pressure, the full Thomson value falls to \(1.4\times10^{-7}\) cm³/s, a factor of 3. Resonant charge transfer is left out. So is clustering with O\(_2\), which at this pressure can turn a large part of the ions into O\(_4^+\) and O\(_4^-\) before the density halves. Both can change \(\nu\) and \(C\); in the low-density law a doubled \(\nu\) doubles \(\alpha\). With \(C\approx0.4\) included, that law gives about \(2\times10^{-7}\) cm³/s at 300 K. This number is only indicative: \(C\) assumes many orbits between collisions, while at 50 Torr a pair bound by \(kT\) completes about 1.4. The values here illustrate the model and are rough estimates for a real oxygen afterglow.
